\section*{Spherical pores lower permittivity least among dilute, randomly oriented ellipsoids, part 2}

Which pore shape should be assumed when the permittivity of a porous film is calculated from its porosity? A uniform, isotropic host of real permittivity $\varepsilon>1$ contains a small volume fraction $f$ of randomly oriented ellipsoidal air pores with sharp walls, far apart compared with their longest axis. Permittivities are relative to vacuum, $\varepsilon_0$ is divided out of $\mathbf D$, and the field is static. The film permittivity is defined by $\langle\mathbf D\rangle=\varepsilon_{\rm eff}\langle\mathbf E\rangle$, with volume averages in brackets.

A pore with semi-axes $a_1,a_2,a_3$ has the depolarization factors
\begin{equation}
L_j=\frac{a_1a_2a_3}{2}\int_0^\infty\frac{ds}{(s+a_j^2)R(s)} ,
\label{eq:L}
\end{equation}
where $R(s)=\sqrt{(s+a_1^2)(s+a_2^2)(s+a_3^2)}$. They are positive and add up to one; all equal $1/3$ only for a sphere. With filling $\kappa$ ($\kappa=1$ for air) and a field $E$ applied along axis $j$, the pore field is
\begin{equation}
E_{\rm in}=\frac{\varepsilon}{\varepsilon+L_j(\kappa-\varepsilon)}\,E .
\label{eq:Ein}
\end{equation}
The polarization in excess of the host's is $(\kappa-\varepsilon)\mathbf E_{\rm in}$; the wall charge changes the inside field by $-L_j/\varepsilon$ times this excess.

For air pores,
\begin{equation}
\varepsilon_{\rm eff}=\varepsilon-fB+O(f^2),\qquad
B=\frac13\sum_jb_j,\qquad
b_j=\frac{\varepsilon(\varepsilon-1)}{\varepsilon-L_j(\varepsilon-1)} .
\label{eq:B}
\end{equation}
Here $b_j$ is the reduction per unit pore fraction when axis $j$ of every pore lies along the field, and $B$ is its orientation average. For spheres,
\begin{equation}
B_{\rm s}=\frac{\varepsilon(\varepsilon-1)}{\varepsilon-(\varepsilon-1)/3}
=\frac{3\varepsilon(\varepsilon-1)}{2\varepsilon+1}.
\label{eq:Bs}
\end{equation}

Writing $b_j=\varepsilon(\varepsilon-1)\,g(L_j)$ with $g(L)=1/[\varepsilon-L(\varepsilon-1)]$, which is strictly convex for $0\le L\le1$, gave
\begin{equation}
\frac13\sum_jg(L_j)\ge g(\tfrac13),
\qquad\text{hence}\qquad B\ge B_{\rm s}.
\label{eq:jensen}
\end{equation}
Equality holds only for spheres, which therefore give the highest first-order film permittivity at a given porosity.

\subsection{The size of the difference}

The inequality gives a sign. An identity gives the amount. Let
\begin{equation}
d_j=\varepsilon-L_j(\varepsilon-1),\qquad
m=\frac13\sum_jd_j=\frac{2\varepsilon+1}{3}.
\end{equation}
Expanding the square shows that
\begin{equation}
\frac{(d_j-m)^2}{m^2d_j}=\frac{d_j}{m^2}-\frac2m+\frac1{d_j}.
\end{equation}
The average of the right-hand side is $1/m-2/m$ plus the average of $1/d_j$, so
\begin{equation}
\frac13\sum_j\frac1{d_j}-\frac1m
=\frac1{3m^2}\sum_j\frac{(d_j-m)^2}{d_j}.
\end{equation}
Since $d_j-m=-(\varepsilon-1)(L_j-\tfrac13)$, multiplication by $\varepsilon(\varepsilon-1)$ gives
\begin{equation}
B-B_{\rm s}=\frac{\varepsilon(\varepsilon-1)^3}{3m^2}
\sum_j\frac{(L_j-\tfrac13)^2}{d_j}.
\label{eq:gap}
\end{equation}
Every term is non-negative, which proves the inequality a second time. The difference is quadratic in the departure from $1/3$, so slightly deformed spheres behave almost like spheres. For weak contrast it is also of third order in $\varepsilon-1$, while $B$ itself is of first order.

\subsection{Discs and needles}

Convexity also limits the effect from above. The graph of $g$ lies below its chord, so $g(L_j)\le(1-L_j)g(0)+L_jg(1)$. Summing over $j$, with $g(0)=1/\varepsilon$ and $g(1)=1$, gives
\begin{equation}
B\le\frac{\varepsilon(\varepsilon-1)}3\left(\frac2\varepsilon+1\right)
=\frac{(\varepsilon-1)(\varepsilon+2)}3 .
\label{eq:disc}
\end{equation}
Thin discs approach this bound. For semi-axes $1,1,c$, the in-plane factor obeys
\begin{equation}
L_1=\frac c2\int_0^\infty\frac{ds}{(s+1)^2\sqrt{s+c^2}}
\le\frac c2\int_0^\infty\frac{ds}{(s+1)^2\sqrt s}=\frac{\pi c}{4},
\end{equation}
which vanishes with $c$. The factors tend to $0,0,1$.

For a needle with semi-axes $1,1,\ell$, the substitution $s=\ell^2t$ gives
\begin{equation}
L_3=\frac12\int_0^\infty\frac{dt}{(1+t)^{3/2}(1+\ell^2t)},
\end{equation}
which vanishes as $\ell\to\infty$. The other two factors are equal and tend to $1/2$, so
\begin{equation}
B_{\rm needle}=\frac{\varepsilon(\varepsilon-1)}3
\left(\frac4{\varepsilon+1}+\frac1\varepsilon\right)
=\frac{(\varepsilon-1)(5\varepsilon+1)}{3(\varepsilon+1)} .
\end{equation}
For $\varepsilon=3$ the values are $2.57$ for spheres, $2.67$ for needles and $3.33$ for discs. Elongation at a circular cross-section thus adds at most about $4\%$ to the reduction, while flattening can add about $30\%$. Needles with a flattened cross-section lie in between; an elliptic section of ratio $2:1$ adds about $6\%$ and one of ratio $4:1$ about $11\%$.

In this derivation the disc limit is taken after $f\to0$, because the pores were assumed to be far apart compared with their longest axis. A flat pore of radius $a$ and half-thickness $c$ fits into a sphere whose volume is $a/c$ times its own. The assumption therefore means $fa/c\ll1$, which is stricter than $f\ll1$. It is a sufficient condition for the first-order formula; that it is also necessary has not been shown. The same holds for the needle limit: the enclosing sphere has $\ell^2$ times the volume of the needle, so the assumption reads $f\ell^2\ll1$.

\subsection{Worked example: an organosilicate film}

Take a dense organosilicate glass with a rough permittivity of $3.0$ and a porosity of $5\%$. Spherical pores of radius $1.5$ nm are compared with flat spheroids of the same volume and axis ratio $4:1$, whose semi-axes are $2.38$, $2.38$ and $0.595$ nm. Host, porosity and pore volume are held fixed.

For spheres, $B_{\rm s}=3\cdot3\cdot2/7=2.571$, and the film permittivity is
\begin{equation}
3-0.05\times2.571=2.871 .
\end{equation}
The flat pores have $L=0.1482$ in their plane and $0.7036$ along the short axis. Therefore
\begin{align}
b_\perp&=\frac{6}{3-2\times0.1482}=2.219,\\
b_\parallel&=\frac{6}{3-2\times0.7036}=3.767,\\
B&=\frac{2\times2.219+3.767}{3}=2.735 .
\end{align}
The film permittivity is $2.863$. The flat pores lower it by $0.008$ more than spheres do, which is $6.4\%$ of the reduction caused by spheres. Long spheroids of ratio $4:1$ have $B=2.629$, and ellipsoids of ratio $3:2:1$ have $B=2.638$. All lie above the sphere.

The values for spheres and flat pores were compared with a numerical solution of the field equation that uses no depolarization factors. One pore occupied $2\%$ of a periodic cubic cell with $80$ grid points along each edge. After removal of the influence of the neighbouring pores, described below, the solution gave $2.60$ for the sphere. For the flat pore it gave $2.24$ in the plane, $3.80$ along the short axis and an average of $2.76$. Each value is about $1\%$ above the formula, and the order of these two shapes is confirmed. The last digit of these values is not converged. The excess shrinks roughly in proportion to the grid spacing: for the sphere, $40$, $80$ and $120$ points per edge give about $2.63$, $2.60$ and $2.59$. Extrapolated to zero spacing, the values are $2.57$ for the sphere and $2.22$ and $3.78$ for the flat pore, within about $0.3\%$ of the formula. Most of the excess is therefore a grid error.

\subsection{Why random orientation is needed}

If all the flat pores lie parallel to the film, an in-plane field meets $b_\perp=2.219$, which is less than $2.571$. Aligned flat pores then lower the in-plane permittivity less than spheres do. Across the film they lower it more.

Partial alignment is described by $S=(3\langle u_z^2\rangle-1)/2$, where $\mathbf u$ is the short axis of a pore and $z$ the film normal. If no in-plane direction is preferred, $\langle u_x^2\rangle=(1-\langle u_z^2\rangle)/2=(1-S)/3$. The in-plane reduction per pore fraction is
\begin{equation}
b_\perp+(b_\parallel-b_\perp)\langle u_x^2\rangle
=B-\frac S3(b_\parallel-b_\perp).
\end{equation}
It equals the sphere value at
\begin{equation}
S=\frac{3(B-B_{\rm s})}{b_\parallel-b_\perp}
=\frac{3(2.735-2.571)}{3.767-2.219}\approx0.32 .
\end{equation}
Beyond this degree of alignment, the flat pores of the example no longer outperform spheres for in-plane fields.

\subsection{Interaction between pores}

The next order in $f$ can be estimated with the Lorentz local field. Let $\mathbf P=(\varepsilon_{\rm eff}-\varepsilon)\langle\mathbf E\rangle$ be the mean excess polarization. A uniformly polarized sphere in the host produces the field $-\mathbf P/(3\varepsilon)$ inside itself, as the factor $L=1/3$ implies. Cutting such a sphere out around a pore leaves the field $\langle\mathbf E\rangle+\mathbf P/(3\varepsilon)$. If the neighbours inside the cut-out sphere add nothing on average, then
\begin{equation}
\mathbf P=-fB\left(\langle\mathbf E\rangle+\frac{\mathbf P}{3\varepsilon}\right),
\qquad
\varepsilon_{\rm eff}=\varepsilon-\frac{fB}{1+fB/(3\varepsilon)} .
\label{eq:lorentz}
\end{equation}
In a cubic lattice of equal dipoles the neighbours do cancel, since $\sum(3x^2-r^2)/r^5$ vanishes over each symmetric shell. The periodic-cell results were corrected on this basis, with $b_j$ in place of $B$. For the flat pores this is an approximation, because they are not small compared with the cell. For a random film the cancellation is an assumption.

The reduction in \eqref{eq:lorentz} increases with $B$, so the estimate keeps the order of the shapes. It gives $2.873$ for spheres and $2.865$ for flat pores. The shift of $0.002$ for spheres is smaller than the shape effect of $0.008$ of the flat pores, but comparable to the shape effect of about $0.003$ of the long and the $3:2:1$ pores. For the flat pores, however, the enclosing spheres fill $4\times5\%=20\%$ of the volume, so the assumption of widely separated pores is only marginally met. For the long spheroids of ratio $4:1$ the enclosing spheres fill $16\times5\%=80\%$, and their length of $7.6$ nm exceeds the mean pore spacing of about $6.6$ nm, so at this porosity the assumption is not met.

\subsection{Other effects of similar size}

Water can cancel the benefit of flat pores. Suppose that a share $w$ of them is completely filled with water of rough bulk permittivity $80$, and let $W$ be the increase of permittivity per unit fraction of filled pores. The film matches one with dry spheres when $(1-w)B-wW=B_{\rm s}$, or
\begin{equation}
w=\frac{B-B_{\rm s}}{B+W},\qquad
W=\frac13\sum_j\frac{\varepsilon(80-\varepsilon)}{\varepsilon+L_j(80-\varepsilon)} .
\end{equation}
For the example this share is $1.1\%$. Water confined to nanometre pores need not have its bulk permittivity, so the figure indicates a size.

The position of the wall matters as well. On the scale of atoms a wall is not sharp. Let every semi-axis grow by $0.05$ nm at a fixed number of pores. The wall then shifts by $0.05$ nm at the ends of the axes and, for the flat pores, by less between them. This enlarges the spheres by $10\%$ in volume and the flat pores by $13\%$. With $B$ held fixed, the permittivity falls by $0.013$ and $0.018$, more than the shape effect. The flat pores also become slightly rounder, which reduces the second figure to $0.017$. The order of the shapes at equal volume fraction is unaffected, but a measured permittivity can distinguish these flat pores from spheres only if the fraction is known to better than about $6\%$ of its value. Replacing the permittivity of air, roughly $1.0006$, by one changes the film permittivity by about $5\times10^{-5}$ for spheres and $6\times10^{-5}$ for the flat pores. A pore of this size holds less than one gas molecule on average at ambient pressure, so the bulk value for air applies only as an average over many pores.

The stronger pore field also bears on electrical stress. If the influence of other pores is neglected, a film field of $1$ MV/cm gives a largest pore field of $1.29$ MV/cm for spheres and $1.88$ MV/cm for the flat pores, the latter along the short axis. An electron crossing a pore gains at most $0.39$ eV and $0.53$ eV respectively. For the flat pore this maximum belongs to the long axis. Ionizing a molecule of air takes more than $10$ eV (about $12$ eV for oxygen and $16$ eV for nitrogen), so at this film field an electron that enters a pore with little kinetic energy cannot start a gas avalanche in a single crossing. Electrons already accelerated in the glass are not covered by this estimate. Breakdown of the glass itself lies outside the model.

\subsection{Beside real low-permittivity films}

The host permittivity and the pore size are of the right order for organosilicate films. The porosity is far below that of strongly porous ones, which reaches some tens of per cent, and at such porosities the pores are no longer dilute. At $25\%$ porosity the shape effect of the example, extrapolated linearly, would be five times larger, about $0.04$. The interaction shift for spheres grows initially as $f^2$. With $fB_{\rm s}=0.643$, \eqref{eq:lorentz} gives $0.643-0.643/(1+0.643/9)\approx0.043$, about $24$ times the value at $5\%$. The enclosing spheres of the flat pores would fill a volume equal to that of the film. The first-order ranking is then no longer established by this derivation.

The rule for use has matching conditions. For dry, dilute, randomly oriented ellipsoidal pores at a known volume fraction, the sphere formula gives the highest first-order film permittivity. Read backwards, a reduction of $0.1286$ implies a porosity of $5.0\%$ for spheres and $0.1286/2.735=4.7\%$ for the flat pores. The numerical output lists $B$ and the film permittivity at $5\%$ porosity for all four shapes; for the long spheroids this porosity is already outside the condition of wide separation.

\section*{Table of computed values}
\begin{verbatim}
host permittivity (rough, dimensionless): 3.0
porosity: 0.050; sphere radius: 1.50 nm
sphere: semi-axes 1.500 1.500 1.500 nm
  L = 0.3333 0.3333 0.3333; B = 2.5714
  film permittivity, first order: 2.8714
  with Lorentz field: 2.8732
long 4:1: semi-axes 0.945 0.945 3.780 nm
  L = 0.4623 0.4623 0.0754; B = 2.6293
  film permittivity, first order: 2.8685
  with Lorentz field: 2.8704
ellipsoid 3:2:1: semi-axes 2.476 1.651 0.825 nm
  L = 0.1563 0.2672 0.5765; B = 2.6382
  film permittivity, first order: 2.8681
  with Lorentz field: 2.8700
flat 4:1: semi-axes 2.381 2.381 0.595 nm
  L = 0.1482 0.1482 0.7036; B = 2.7352
  film permittivity, first order: 2.8632
  with Lorentz field: 2.8653
needle limit B: 2.6667; disc limit B: 3.3333
extra lowering, flat against sphere: 0.00819
relative extra lowering: 6.37 %
flat pore B in plane, along normal: 2.2192 3.7671
cell solution, pore fraction: 0.0200 (sphere) 0.0200 (flat)
cell solution, sphere B: 2.5991
cell, flat B in plane, normal: 2.2403 3.8010
cell solution, flat mean B: 2.7605
pore interaction, spheres, change of permittivity: 0.00181
enclosing-sphere fraction of flat pores: 0.200
alignment order at which in-plane gain vanishes: 0.317
water permittivity (rough bulk value): 80
water-filled share of flat pores cancelling gain: 1.11 %
wall shift 0.05 nm, sphere: volume +10.3 %, permittivity -0.0133
wall shift 0.05 nm, flat 4:1: volume +13.0 %, permittivity -0.0178
air permittivity (rough): 1.0006; effect: 5.0e-05
film field: 1.0 MV/cm
sphere: largest pore field 1.286 MV/cm, largest energy gain 0.386 eV
flat 4:1: largest pore field 1.884 MV/cm, largest energy gain 0.528 eV
\end{verbatim}
